The one-quarter creep exponent of a domain-wall line in random-bond disorder, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The roughness of the wall line

**Q:** I have been told that a ferroelectric domain wall with a "thermal roughness exponent two-thirds" must creep with exponent one-quarter. Before I believe it, what are these two exponents?

**A:** The first describes shape. If a piece of wall of length L wanders sideways by a typical distance W(L), and W grows as L^ζ, then ζ is the roughness exponent. The second describes motion in a weak field E at temperature T:

v = v0 exp[−C (Uc/kT) (Ec/E)^μ].

Here μ is the creep exponent, Uc and Ec are an energy and a field set by the pinning, and C is a number.

One word in the claim has to go. The value two-thirds is not thermal. A line shaken by temperature alone has ζ = 1/2. Two-thirds is the equilibrium roughness that random-bond disorder imposes on the line.

**Q:** A wall is a surface. Why may you call it a line?

**A:** Take a film of thickness h, so thin that the wall stays straight through the thickness. Its position is then one function x(z), where z runs along the wall in the film plane. I assume no overhangs and small slopes. With wall energy σ per area, taken independent of orientation, the wall energy is

hσ ∫dz √(1 + x′²) ≈ hσ ∫dz (1 + x′²/2).

The constant plays no part. The rest is an elastic energy with line stiffness κ = σh.

A field along the polarization P of the growing domain lowers its energy density by PE and raises that of the other domain by PE. Converting a volume h dx dz therefore gains 2PEh dx dz. The force per unit length is F = 2PhE, and the full energy is

H = ∫dz [κx′²/2 + V(x,z) − F x].

The elasticity is local, which requires that stray electric fields of a bent wall be screened, for instance by nearby electrodes.

**Q:** And what makes V "random-bond"?

**A:** V changes the energy of the wall according to the defects it touches, not according to the area it has swept. It has zero mean and short range:

⟨V(x,z) V(x₁,z₁)⟩ = Δ δ(x − x₁) δ(z − z₁).

The delta function in x stands for a narrow peak whose width is the pinning range ξ. I return to that width when it matters. The field is switched off for now, so F = 0.

**Q:** Show me first that temperature alone gives one-half.

**A:** Set V = 0 and fix the line at x = 0, z = 0. A step of length δ along z with sideways displacement η costs κη²/2δ. Its Boltzmann weight is exp(−κη²/2δkT), a Gaussian of variance kTδ/κ. The steps are independent, so their variances add:

⟨x(L)²⟩ = kTL/κ.

Hence W grows as L^(1/2). Fixing both ends changes the factor and not the power: at the midpoint two half-lines of variance kTL/2κ meet, the product of their Gaussians has half that variance, and the result is kTL/4κ. An exact sum over disorder-free lattice lines gives a fitted exponent of 0.497.

**Q:** Why can't weak disorder leave that result alone?

**A:** Because its effect grows with length. To first order in V, the free energy changes by the average of V over the thermal distribution p(x,z):

δG = ∫dz ∫dx p(x,z) V(x,z).

Its variance follows from the correlator of V:

⟨δG²⟩ = Δ ∫dz ∫dx p².

For a Gaussian of variance s, ∫dx p² = 1/(2√(πs)). With s = kTz/κ,

⟨δG²⟩ = (Δ/2) √(κ/(πkT)) ∫₀^L dz z^(−1/2) = Δ √(κL/(πkT)).

This reaches (kT)² at the length

L_T = π(kT)⁵/(κΔ²).

Beyond L_T the disorder energy differs between samples by more than kT, and first-order theory fails. The line then chooses its path according to the disorder. Thermal roughness survives on shorter lengths.

**Q:** Then you need a theory beyond first order. Where do you begin?

**A:** With the free energy G(x,L) of a line that starts at the origin and ends at x. A symmetry separates it into two parts. Write the path as a straight shear plus a remainder,

x(z) = xz/L + u(z), with u(0) = u(L) = 0.

The elastic energy becomes

(κ/2)∫dz (x/L + u′)² = κx²/2L + (κx/L)∫dz u′ + (κ/2)∫dz u′².

The middle term vanishes because u is zero at both ends. The remainder u sees the sheared disorder V(u + xz/L, z). Its correlator contains δ(z − z₁), so the two points compared lie at the same z and have been shifted equally. The shear therefore leaves the statistics of V unchanged, and

G(x,L) = κx²/2L + A(x),

where A has the same distribution at every x.

**Q:** The same distribution at each point is not enough. You will want differences of A between points.

**A:** Those have translation-invariant statistics too. Shift the endpoint from x to x + x₀ and write the path as x₀z/L + y(z), with y(L) = x. Then

G(x + x₀) = κx₀²/2L + κx₀x/L + Ĝ(x),

where Ĝ belongs to the sheared disorder. Subtract κ(x + x₀)²/2L from both sides. The left side becomes A(x + x₀). On the right the x₀² term and the cross term cancel, leaving Ĝ(x) − κx²/2L, which is A(x) for the sheared disorder. So the whole function A is statistically unchanged by a shift.

**Q:** Fine, but how fast do its differences grow with distance? That must decide the roughness.

**A:** It does, and it follows from how G changes when the line is lengthened. Let Z = exp(−G/kT) be the partition function. Adding a short step δ gives

Z(x,z+δ) = (1 − Vδ/kT) ⟨Z(x − η,z)⟩.

The average runs over the Gaussian step η, with ⟨η⟩ = 0 and ⟨η²⟩ = kTδ/κ. Expanding to first order in δ,

∂Z/∂z = (kT/2κ) ∂²Z/∂x² − VZ/kT.

Now insert Z = exp(−G/kT), writing subscripts for derivatives:

Z_z = −(G_z/kT) Z,

Z_xx = [−G_xx/kT + G_x²/(kT)²] Z.

Dividing by Z and multiplying by −kT gives

G_z = (kT/2κ) G_xx − G_x²/2κ + V.

Because V is uncorrelated in z, the expansion of its exponential also adds a constant, the same for all x. It drops out of energy differences.

**Q:** That equation is nonlinear. Do you solve it or guess?

**A:** I propose a stationary distribution for the differences of G and verify it. Put x on a ring of sites j with spacing a. Define the slopes s_j = (G_{j+1} − G_j)/a and the second difference K_j = (s_j − s_{j−1})/a. The equation becomes

dG_j/dz = νK_j + N_j + V_j, with ν = kT/2κ.

V_j has strength Δ/a, since a delta function in x becomes 1/a on one site. For the nonlinear term I take

N_j = −(s_j² + s_j s_{j−1} + s_{j−1}²)/6κ.

When neighbouring slopes agree this is −3s²/6κ = −s²/2κ, as required. The trial distribution is

Q = exp[−(λa/2) Σ s_j²].

G_j enters s_j with factor −1/a and s_{j−1} with factor +1/a, so

∂Q/∂G_j = λ(s_j − s_{j−1})Q = λaK_j Q.

**Q:** And Q must not change as z increases.

**A:** Its rate of change is given by the Fokker-Planck equation,

∂Q/∂z = −Σ ∂/∂G_j [(νK_j + N_j)Q] + (Δ/2a) Σ ∂²Q/∂G_j².

First combine the linear drift with the noise. Their current at site j is

νK_jQ − (Δ/2a) λaK_jQ = (ν − λΔ/2) K_jQ.

It vanishes for λ = 2ν/Δ. The nonlinear drift contributes minus the sum of

∂(N_jQ)/∂G_j = [∂N_j/∂G_j + λaN_jK_j] Q.

The first piece is

∂N_j/∂G_j = −[−(2s_j + s_{j−1}) + (s_j + 2s_{j−1})]/6κa = (s_j − s_{j−1})/6κa.

For the second, the factor (s_j − s_{j−1}) in K_j completes a difference of cubes:

N_jK_j = −(s_j³ − s_{j−1}³)/6κa.

Summed around the ring, both differences cancel. Q is stationary, nonlinearity included.

**Q:** What does that say about energy differences?

**A:** Under Q each slope is Gaussian with variance 1/(λa). The difference G_{j+1} − G_j = as_j then has variance a/λ = aΔ/2ν = aκΔ/kT. Over a distance much shorter than the ring the differences are independent, and

⟨[G(x) − G(0)]²⟩ = D|x|, with D = κΔ/kT.

The energy landscape seen by the end of the line is a random walk in x.

**Q:** Your real line starts from a point, not from a stationary ring. And D diverges at zero temperature.

**A:** Both remarks mark the limits of the derivation. For the line that starts at a point I assume that the landscape has relaxed locally, over distances up to the wandering W(L) itself. The divergence comes from disorder of zero width. With a finite range ξ, I expect D to stay finite at low temperature, with random-walk growth beyond the range over which slopes are correlated. The calculation above does not prove that, so it was tested at zero temperature.

The test uses lattice lines that step sideways by ±1 for each unit along z. Every site carries minus an exponential random number of unit mean, and the path of lowest energy is found. For endpoint distances from 2 to 16 sites, the variance of the energy difference grows with a fitted power of 0.941. The random walk predicts 1.

**Q:** Then give me the roughness.

**A:** A free end settles where the elastic cost and the random gain are comparable. Without numerical factors,

κW²/L ~ (DW)^(1/2).

Divide by W^(1/2) and multiply by L/κ:

W^(3/2) ~ D^(1/2) L/κ, so W ~ (D/κ²)^(1/3) L^(2/3).

This is ζ = 2/3. The energy at stake is

κW²/L ~ (D²/κ)^(1/3) L^(1/3).

Call its exponent θ. From κW²/L it must equal 2ζ − 1, which is 1/3.

**Q:** Does the total energy of a line with fixed ends fluctuate by the same amount?

**A:** It does at the level of scaling. Two endpoints much farther apart than W belong to paths in mostly different disorder. The variance of their difference in A then levels off at twice the variance of A. The approach to this level is gradual, but the random walk reaches its order of magnitude at |x| ~ W, so the variance of A is of order DW, which grows as L^(2/3). Its square root grows as L^(1/3).

For lattice lines with both ends fixed, 2000 for each length, the rms midpoint displacement rises from 7.85 sites at L = 64 to 32.93 sites at L = 512. The fitted exponent is 0.689. The spread of the ground-state energy gives 0.352. Both lie somewhat above 2/3 and 1/3. They agree within the allowances made for sampling and finite length, 0.05 and 0.06, and they exclude the thermal value one-half for the roughness.

**Q:** So temperature is irrelevant to the shape?

**A:** On long lengths, yes. The ratio of kT to the disorder energy falls as L^(−1/3). Temperature affects the short-length behaviour and amplitudes such as D, while the long line keeps ζ = 2/3. Temperature returns when the wall has to cross barriers.

**Q:** Your shear symmetry carries much of the argument. Can it be checked by itself?

**A:** A force provides the check. Fix both ends and apply F. Without disorder the line takes the shape

x_F(z) = Fz(L − z)/2κ,

which satisfies κx_F″ = −F. With disorder, write x = x_F + u. The elastic cross term, integrated by parts with u = 0 at the ends, is

κ∫dz x_F′u′ = −κ∫dz x_F″u = F∫dz u.

It cancels the term −F∫dz u from the force. The remainder u thus feels no force, and it sees disorder shifted by an amount that depends on z alone, which has unchanged statistics. The average displacement is therefore the elastic one, and at the midpoint it is FL²/8κ.

The lattice line has no elastic term of its own. Its stiffness arises from the disorder, and the shear symmetry holds for it only approximately, at small slopes. The stiffness was first measured from endpoint energies, giving 1.034 in lattice units. This value shifts by several percent with the endpoint offset and the sample, and the limit for long lines at small slope is 1, so the ratio below is uncertain by a similar amount. For L = 512, at a force that moved fewer than half of the midpoints, the mean midpoint shift was 0.978 of the elastic prediction. The test allowed a deviation of 20%. The individual samples do not follow this average smoothly: at that force more than half of the midpoints stay where they were, and the mean shift comes from jumps of the rest.

## Part 2. From roughness to creep

**Q:** Remind me what we may use from here on.

**A:** The wall is a line x(z) of stiffness κ = σh in a film of thickness h, driven by the force per length F = 2PhE. Random-bond disorder of range ξ gives it the wandering W ~ L^ζ and energy differences κW²/L ~ L^θ, with ζ = 2/3 and θ = 2ζ − 1 = 1/3. With fixed ends, the mean midpoint shift under a force is FL²/8κ. The endpoint energy of a line varies as a random walk with the endpoint position, over distances up to W.

**Q:** Powers alone give no energies. What sets the scale?

**A:** The pinning length Lc, defined as the length at which the wandering equals the range ξ. On longer scales I write

W(L) = ξ(L/Lc)^ζ.

The corresponding energy is

κW²/L = κξ²(L/Lc)^(2ζ)/L = Uc(L/Lc)^(2ζ−1), with Uc = κξ²/Lc.

A force that does work Uc when a segment Lc advances by ξ satisfies FcLcξ = Uc, so

Fc = κξ/Lc², and Ec = Fc/(2Ph).

These definitions set the units. They do not claim that a wall depins at precisely Ec.

**Q:** You have the energy difference between two resting positions. A wall has to cross the barrier between them, and that could be far higher.

**A:** That is the weakest link, and half of it can be closed. Suppose a segment with fixed ends moves from one valley to another. Its midpoint must pass through every position between the two. When the midpoint is at m, the energy cannot be less than E_min(m), the lowest energy of any line through that point. Hence

barrier ≥ max over m of E_min(m) − E_start.

Now E_min(m) is the sum of the endpoint energies of two half-lines that meet at m. Each varies as a random walk in m, added to a parabola. Over a distance W(L) the sum varies by an amount of order L^(1/3). The typical barrier therefore grows at least as fast as L^(1/3).

**Q:** At least. What about an upper limit?

**A:** I have not derived one. I assume that the true barrier grows with the same exponent,

U(L) = Uc(L/Lc)^θ.

The creep exponent depends on this assumption. If barriers grew with a larger exponent, μ would be larger as well.

In all the lattice tests the two "valleys" are the lowest lines with midpoints to the left and to the right of the centre, and the barrier is counted from the left one. Often one of these lines lies right beside the centre, where it may sit on a slope of the landscape and not in a true valley. This happens in about half of the samples at L = 64, in a quarter at L = 512, and in most samples on the short lines below. Such samples are kept. The inequality itself was tested on short lattice lines by listing every configuration and finding the lowest pass reachable through local moves. It held in every sample. At L = 8 the mean true barrier was 2.664 and the mean bound 1.327. At L = 12 they were 3.438 and 1.591. The true barrier is thus roughly twice the bound at both lengths. With 100 samples for each length these means are uncertain in the first decimal. In larger samples the ratio is not constant: it rises slowly, from about 1.8 at L = 8 to about 2.0 at L = 12. Such short lengths cannot tell a finite-size drift from faster growth of the true barrier, so they do not settle the exponent.

A scaling argument supported by lattice tests gives the line ζ = 2/3 and θ = 1/3, and the typical barrier grows at least as fast as L^(1/3); that the true barrier shares this exponent is an assumption. It remains to test the bound on long lines, to derive the creep exponent by adding the field, and to see what the result means for a real film.
